# A failing check and its repair

Subject: Core polarisation shift of high-l helium levels, derived in two ways.

```python
"""Polarisation shift of helium 1s nl states with high l (Hartree atomic units).

Result under test:  E + 2 + 1/(2 n^2) ~ -(alpha/2) <r^-4>,  alpha = 9/32,
  <r^-4> = [3n^2 - l(l+1)] / [2 n^5 (l-1/2) l (l+1/2) (l+1) (l+3/2)],
and its first correction +(69/512) <r^-6>.
n, l: quantum numbers of the outer electron (net charge 1); Z = 2: nucleus;
alpha, alpha2: dipole and quadrupole polarisabilities of He+ (1s);
beta: sum of |<k|z|0>|^2 / gap^2 over the excited core states k.
The reference energies come from a two-electron configuration interaction (CI)
without antisymmetrization, with the full 1/r12.
"""
from fractions import Fraction as Fr
from functools import lru_cache
from math import comb, factorial, sqrt
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gamma, gammainc, gammaincc
from sympy.physics.wigner import wigner_3j, wigner_6j

Z = 2
GHZ = physical_constants["hartree-hertz relationship"][0] / 1e9
HALF = Fr(1, 2)


# ---------- hydrogenic moments: explicit orbitals against closed forms ----------
def explicit_moment(n, l, s):
    """<r^s> as an exact rational sum over the Laguerre polynomial of the orbital."""
    c = [Fr((-1) ** j * comb(n + l, n - l - 1 - j), factorial(j))
         for j in range(n - l)]

    def integral(power):
        return sum(a * b * factorial(2 * l + 2 + power + i + j)
                   for i, a in enumerate(c) for j, b in enumerate(c))
    return Fr(n, 2) ** s * integral(s) / integral(0)


def r_minus4(n, l):
    return Fr(3 * n**2 - l * (l + 1)) / (
        2 * n**5 * (l - HALF) * l * (l + HALF) * (l + 1) * (l + 3 * HALF))


def r_minus6(n, l):
    top = (35 * n**4 - 5 * n**2 * (6 * l * (l + 1) - 5)
           + 3 * (l - 1) * l * (l + 1) * (l + 2))
    bottom = 8 * n**7
    for twice_shift in range(-3, 6):
        bottom *= l + twice_shift * HALF
    return Fr(top) / bottom


for n in range(2, 9):
    for l in range(1, n):
        assert explicit_moment(n, l, -2) == 1 / (n**3 * (l + HALF))
        assert explicit_moment(n, l, -3) == 1 / (n**3 * (l + HALF) * l * (l + 1))
        assert explicit_moment(n, l, -4) == r_minus4(n, l)
        if l >= 2:
            assert explicit_moment(n, l, -6) == r_minus6(n, l)
        for s in range(-4, 3):
            if 2 * l + 1 + s > 0:
                total = (Fr(s + 1, n**2) * explicit_moment(n, l, s)
                         - (2 * s + 1) * explicit_moment(n, l, s - 1)
                         + Fr(s, 4) * ((2 * l + 1) ** 2 - s**2)
                         * explicit_moment(n, l, s - 2))
                assert total == 0

# ---------- first-order core functions solve their radial equations ----------
r_, z_ = sp.symbols("r Z", positive=True)
for k in (1, 2):
    u = r_ ** (k + 1) * (1 / (k * z_**2) + r_ / ((k + 1) * z_)) * sp.exp(-z_ * r_)
    left = (-sp.diff(u, r_, 2) / 2 + k * (k + 1) * u / (2 * r_**2)
            - z_ * u / r_ + z_**2 * u / 2)
    assert sp.simplify((left - r_ ** (k + 1) * sp.exp(-z_ * r_)) * sp.exp(z_ * r_)) == 0

# ---------- core basis r^p exp(-Z r), orthonormalised; first s function is 1s -------
CORE_SIZE = {0: 3, 1: 5, 2: 4, 3: 3}


def power_integral(q):
    return gamma(q + 1.0) / (2.0 * Z) ** (q + 1.0)


def core_block(l):
    p = l + 1 + np.arange(CORE_SIZE[l])
    q = p[:, None] + p[None, :]
    pj = p[None, :]
    h = (-0.5 * (pj * (pj - 1) * power_integral(q - 2)
                 - 2 * Z * pj * power_integral(q - 1) + Z**2 * power_integral(q))
         + 0.5 * l * (l + 1) * power_integral(q - 2) - Z * power_integral(q - 1))
    t = np.linalg.inv(np.linalg.cholesky(power_integral(q)))
    h = t @ h @ t.T
    return p, t, 0.5 * (h + h.T)


CORE = {l: core_block(l) for l in CORE_SIZE}


def core_response(k):
    """2^k-pole polarisability and the sum with squared gaps, by diagonalization."""
    p, t, h = CORE[k]
    energy, vec = np.linalg.eigh(h)
    strength = (vec.T @ t @ (2 * Z**1.5 * power_integral(p + 1 + k))) ** 2 / (2 * k + 1)
    gap = energy + Z**2 / 2
    return 2 * np.sum(strength / gap), np.sum(strength / gap**2)


alpha, beta = core_response(1)
alpha2, _ = core_response(2)
assert abs(alpha - 9 / 32) < 1e-9
assert abs(beta - 43 / 512) < 1e-9
assert abs(alpha2 - 15 / 64) < 1e-9
c6 = 3 * beta - alpha2 / 2
assert abs(c6 - 69 / 512) < 1e-9


# ---------- delayed-response identity <F.(h-eps)F> = 3 <r^-6>, for 5g ----------
def delayed_ratio(n=5, l=4):
    def g(r):
        return r ** (n - 2) * np.exp(-r / n)

    def integrand(r):
        slope = ((n - 2) / r - 1 / n) * g(r)
        value = 0.0
        for lp, weight in ((l + 1, (l + 1) / (2 * l + 1)), (l - 1, l / (2 * l + 1))):
            w = lp * (lp + 1) / (2 * r * r) - 1 / r + 1 / (2 * n * n)
            value += weight * (0.5 * slope**2 + w * g(r) ** 2)
        return value
    top = quad(integrand, 0, 200, limit=300)[0]
    return top / quad(lambda r: (g(r) / r) ** 2, 0, 200, limit=300)[0]


ratio_delay = delayed_ratio()
assert abs(ratio_delay - 3) < 1e-6


# ---------- multipole potential of the radial density r^m exp(-rate r) ----------
def multipole_potential(m, rate, k, r):
    inner = gamma(m + k + 1) * gammainc(m + k + 1, rate * r) / rate ** (m + k + 1)
    outer = gamma(m - k) * gammaincc(m - k, rate * r) / rate ** (m - k)
    return inner / r ** (k + 1) + outer * r**k


r_test = np.array([0.2, 0.7, 1.5, 3.0])
screened = 4 * Z**3 * multipole_potential(2, 2.0 * Z, 0, r_test) - 1 / r_test
assert np.allclose(screened, -(1 / r_test + Z) * np.exp(-2 * Z * r_test), atol=1e-12)


def short_range_terms(l):
    """Penetration energy and exchange integral K of 1s nl with n = l + 1."""
    n = l + 1
    norm2 = (2 / n) ** (2 * n + 1) / factorial(2 * n)
    rate = Z + 1 / n
    pen = norm2 * quad(lambda r: -r ** (2 * n) * np.exp(-2 * r / n)
                       * (1 / r + Z) * np.exp(-2 * Z * r), 0, 40, limit=200)[0]
    exch = quad(lambda r: r ** (n + 1) * np.exp(-rate * r)
                * multipole_potential(n + 1, rate, l, r), 0, 40, limit=200)[0]
    return pen, 4 * Z**3 * norm2 * exch / (2 * l + 1)


# ---------- two-electron CI without antisymmetrization ----------
@lru_cache(maxsize=None)
def angular(l1, l2, m1, m2, k, L):
    """<(l1 l2)L| P_k(cos gamma) |(m1 m2)L>."""
    a = wigner_3j(l1, k, m1, 0, 0, 0)
    b = wigner_3j(l2, k, m2, 0, 0, 0)
    if a == 0 or b == 0:
        return 0.0
    size = sqrt((2 * l1 + 1) * (2 * m1 + 1) * (2 * l2 + 1) * (2 * m2 + 1))
    return ((-1) ** (l1 + m1 + L) * size * float(a) * float(b)
            * float(wigner_6j(l1, l2, L, m2, m1, k)))


def core_potential(l1, m1, k, r):
    p, t, _ = CORE[l1]
    q, s, _ = CORE[m1]
    raw = np.array([[multipole_potential(float(a + b), 2.0 * Z, k, r) for b in q]
                    for a in p])
    return np.einsum("ac,bd,cdg->abg", t, s, raw, optimize=True)


def direct_ci(L, size):
    """Two lowest values of E + 2 for total angular momentum L."""
    n = L + 1
    node, weight = np.polynomial.legendre.leggauss(24)
    edges = np.linspace(0, sqrt(120.0 * n), 17)      # panels in sqrt(r)
    half = np.diff(edges)[:, None] / 2
    root = (edges[:-1, None] + half * (1 + node)).ravel()
    r, w = root**2, (half * weight).ravel() * 2 * root
    x = 2 * r / n
    i = np.arange(size)
    chi, h_out = {}, {}
    for l in range(L - 3, L + 4):
        norm = np.array([sqrt(2 / n * factorial(j) / factorial(j + 2 * l + 2))
                         for j in range(size)])[:, None]
        lag = eval_genlaguerre(i[:, None], 2.0 * l + 2, x[None, :])
        dlag = -eval_genlaguerre(np.maximum(i - 1, 0)[:, None], 2.0 * l + 3, x[None, :])
        dlag = dlag * (i > 0)[:, None]
        common = norm * x**l * np.exp(-x / 2)
        f = common * x * lag
        df = 2 / n * common * ((l + 1 - x / 2) * lag + x * dlag)
        assert np.allclose((f * w) @ f.T, np.eye(size), atol=1e-10)
        chi[l] = f
        h_out[l] = (0.5 * (df * w) @ df.T
                    + (f * w * (l * (l + 1) / (2 * r * r) - Z / r)) @ f.T)
    channels = [(l1, l2) for l1 in CORE for l2 in range(L - l1, L + l1 + 1, 2)]
    start = np.concatenate(([0], np.cumsum([CORE_SIZE[c[0]] * size for c in channels])))
    ham = np.zeros((start[-1], start[-1]))
    potentials = {}
    for a, (l1, l2) in enumerate(channels):
        for b in range(a, len(channels)):
            m1, m2 = channels[b]
            pot = np.zeros((CORE_SIZE[l1], CORE_SIZE[m1], r.size))
            for k in range(abs(l1 - m1), l1 + m1 + 1, 2):
                if not abs(l2 - m2) <= k <= l2 + m2:
                    continue
                if (l1, m1, k) not in potentials:
                    potentials[l1, m1, k] = core_potential(l1, m1, k, r)
                pot += angular(l1, l2, m1, m2, k, L) * potentials[l1, m1, k]
            block = ((pot * w)[:, :, None, :] * chi[l2]) @ chi[m2].T
            block = block.transpose(0, 2, 1, 3).reshape(CORE_SIZE[l1] * size, -1)
            if a == b:
                block = (block + np.kron(CORE[l1][2], np.eye(size))
                         + np.kron(np.eye(CORE_SIZE[l1]), h_out[l2])
                         + Z**2 / 2 * np.eye(len(block)))
            rows = slice(start[a], start[a + 1])
            cols = slice(start[b], start[b + 1])
            ham[rows, cols] = block
            ham[cols, rows] = block.T
    return eigh(ham, eigvals_only=True, subset_by_index=[0, 1])


ci = {L: direct_ci(L, 20) for L in (4, 5, 6)}
smaller = direct_ci(4, 14)[0]
basis_change = abs(smaller - ci[4][0])

rows = []
for name, n, l in (("5g", 5, 4), ("6g", 6, 4), ("6h", 6, 5), ("7i", 7, 6)):
    m4, m6 = float(r_minus4(n, l)), float(r_minus6(n, l))
    lead = -9 / 64 * m4
    full = lead + 69 / 512 * m6
    exact = ci[l][n - l - 1] + 1 / (2 * n * n)
    err_lead, err_full = lead / exact - 1, full / exact - 1
    assert abs(err_lead) < 0.01
    assert abs(err_full) < 0.2 * abs(err_lead)
    rows.append((name, m4, m6, lead, full, exact, err_lead, err_full))
assert abs(rows[0][6]) > abs(rows[2][6]) > abs(rows[3][6])
assert basis_change < 2e-4 * abs(rows[0][5])

short = []
for name, l in (("3d", 2), ("4f", 3), ("5g", 4), ("6h", 5)):
    pen, exch = short_range_terms(l)
    lead = -9 / 64 * float(r_minus4(l + 1, l))
    short.append((name, lead, pen, exch, pen / lead, exch / abs(lead)))
assert all(a[4] > b[4] and a[5] > b[5] for a, b in zip(short, short[1:]))

# ---------- output ----------
print("He+ core, from diagonalization (atomic units)")
print(f"  dipole polarisability alpha      = {alpha:.8f}")
print(f"  squared-gap sum beta             = {beta:.8f}")
print(f"  quadrupole polarisability alpha2 = {alpha2:.8f}")
print(f"  coefficient of <r^-6>            = {c6:.8f}")
print(f"  <F.(h-eps)F>/<r^-6> for 5g       = {ratio_delay:.6f}")
print("Moments of 5g (atomic units)")
for s in (-2, -3, -4, -5, -6):
    value = explicit_moment(5, 4, s)
    print(f"  <r^{s}> = {float(value):.6e} = {value}")
print("Shifts from -2 - 1/(2n^2), in hartree")
for name, m4, m6, lead, full, exact, e1, e2 in rows:
    print(f"  {name}: <r^-4> = {m4:.6e}, <r^-6> = {m6:.6e} (atomic units)")
    print(f"      -(9/64)<r^-4> = {lead:.6e}, with <r^-6> term = {full:.6e}")
    print(f"      CI = {exact:.6e}; errors {100*e1:.3f} % and {100*e2:.3f} %")
print(f"CI change for 5g, 14 to 20 outer functions = {basis_change:.1e} hartree")
_, _, _, lead, full, exact, _, _ = rows[0]
print(f"5g in GHz: leading {lead*GHZ:.4f}, with <r^-6> {full*GHZ:.4f}, "
      f"CI {exact*GHZ:.4f}")
print("Short-range terms (hartree) and their size relative to the leading shift")
for name, lead, pen, exch, f1, f2 in short:
    print(f"  {name}: shift {lead:.4e}, penetration {pen:.3e} ({100*f1:.2g} %), "
          f"K {exch:.3e} ({100*f2:.2g} %)")
print("all good")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 249, in <module>
    assert basis_change < 2e-4 * abs(rows[0][5])
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The failed test concerns the configuration-interaction reference, which was not converged in the outer electron's basis; every test before it in the program had passed. All outer functions had exponent 1/n, which the unperturbed orbital needs, but the polarisation response is weighted by inverse powers of r2 towards the core, and such diffuse functions describe it slowly, above all in the channels with outer angular momentum greater than l. Channels with an excited core now use exponent 2/n, while the channel with an s core keeps 1/n. The tolerance of 2e-4 of the shift is unchanged, and the convergence test, formerly made for 5g only, now also covers 6h and 7i.

The change:

```diff
@@ -181,4 +181,22 @@
 
 
+def outer_block(l, exponent, size, r, w):
+    """Orthonormal Laguerre functions and their one-electron Hamiltonian."""
+    x = 2 * exponent * r
+    i = np.arange(size)
+    norm = np.array([sqrt(2 * exponent * factorial(j) / factorial(j + 2 * l + 2))
+                     for j in range(size)])[:, None]
+    lag = eval_genlaguerre(i[:, None], 2.0 * l + 2, x[None, :])
+    dlag = -eval_genlaguerre(np.maximum(i - 1, 0)[:, None], 2.0 * l + 3, x[None, :])
+    dlag = dlag * (i > 0)[:, None]
+    common = norm * x**l * np.exp(-x / 2)
+    f = common * x * lag
+    df = 2 * exponent * common * ((l + 1 - x / 2) * lag + x * dlag)
+    assert np.allclose((f * w) @ f.T, np.eye(size), atol=1e-10)
+    h = (0.5 * (df * w) @ df.T
+         + (f * w * (l * (l + 1) / (2 * r * r) - Z / r)) @ f.T)
+    return f, h
+
+
 def direct_ci(L, size):
     """Two lowest values of E + 2 for total angular momentum L."""
@@ -189,21 +207,9 @@
     root = (edges[:-1, None] + half * (1 + node)).ravel()
     r, w = root**2, (half * weight).ravel() * 2 * root
-    x = 2 * r / n
-    i = np.arange(size)
-    chi, h_out = {}, {}
-    for l in range(L - 3, L + 4):
-        norm = np.array([sqrt(2 / n * factorial(j) / factorial(j + 2 * l + 2))
-                         for j in range(size)])[:, None]
-        lag = eval_genlaguerre(i[:, None], 2.0 * l + 2, x[None, :])
-        dlag = -eval_genlaguerre(np.maximum(i - 1, 0)[:, None], 2.0 * l + 3, x[None, :])
-        dlag = dlag * (i > 0)[:, None]
-        common = norm * x**l * np.exp(-x / 2)
-        f = common * x * lag
-        df = 2 / n * common * ((l + 1 - x / 2) * lag + x * dlag)
-        assert np.allclose((f * w) @ f.T, np.eye(size), atol=1e-10)
-        chi[l] = f
-        h_out[l] = (0.5 * (df * w) @ df.T
-                    + (f * w * (l * (l + 1) / (2 * r * r) - Z / r)) @ f.T)
     channels = [(l1, l2) for l1 in CORE for l2 in range(L - l1, L + l1 + 1, 2)]
+    # exponent 1/n holds the unperturbed orbital exactly; the response of an
+    # excited core is weighted towards small r and needs more compact functions
+    outer = {(l1, l2): outer_block(l2, (1 if l1 == 0 else 2) / n, size, r, w)
+             for l1, l2 in channels}
     start = np.concatenate(([0], np.cumsum([CORE_SIZE[c[0]] * size for c in channels])))
     ham = np.zeros((start[-1], start[-1]))
@@ -219,9 +225,9 @@
                     potentials[l1, m1, k] = core_potential(l1, m1, k, r)
                 pot += angular(l1, l2, m1, m2, k, L) * potentials[l1, m1, k]
-            block = ((pot * w)[:, :, None, :] * chi[l2]) @ chi[m2].T
+            block = ((pot * w)[:, :, None, :] * outer[l1, l2][0]) @ outer[m1, m2][0].T
             block = block.transpose(0, 2, 1, 3).reshape(CORE_SIZE[l1] * size, -1)
             if a == b:
                 block = (block + np.kron(CORE[l1][2], np.eye(size))
-                         + np.kron(np.eye(CORE_SIZE[l1]), h_out[l2])
+                         + np.kron(np.eye(CORE_SIZE[l1]), outer[l1, l2][1])
                          + Z**2 / 2 * np.eye(len(block)))
             rows = slice(start[a], start[a + 1])
@@ -233,6 +239,5 @@
 
 ci = {L: direct_ci(L, 20) for L in (4, 5, 6)}
-smaller = direct_ci(4, 14)[0]
-basis_change = abs(smaller - ci[4][0])
+basis_change = {L: abs(direct_ci(L, 14)[0] - ci[L][0]) for L in ci}
 
 rows = []
@@ -245,7 +250,8 @@
     assert abs(err_lead) < 0.01
     assert abs(err_full) < 0.2 * abs(err_lead)
+    if n == l + 1:
+        assert basis_change[l] < 2e-4 * abs(exact)
     rows.append((name, m4, m6, lead, full, exact, err_lead, err_full))
 assert abs(rows[0][6]) > abs(rows[2][6]) > abs(rows[3][6])
-assert basis_change < 2e-4 * abs(rows[0][5])
 
 short = []
@@ -271,6 +277,8 @@
     print(f"  {name}: <r^-4> = {m4:.6e}, <r^-6> = {m6:.6e} (atomic units)")
     print(f"      -(9/64)<r^-4> = {lead:.6e}, with <r^-6> term = {full:.6e}")
-    print(f"      CI = {exact:.6e}; errors {100*e1:.3f} % and {100*e2:.3f} %")
-print(f"CI change for 5g, 14 to 20 outer functions = {basis_change:.1e} hartree")
+    print(f"      CI = {exact:.6e}; errors {100*e1:.3f} % and {100*e2:.4f} %")
+print("CI change from 14 to 20 outer functions per channel, in hartree")
+for name, L in (("5g", 4), ("6h", 5), ("7i", 6)):
+    print(f"  {name}: {basis_change[L]:.1e}")
 _, _, _, lead, full, exact, _, _ = rows[0]
 print(f"5g in GHz: leading {lead*GHZ:.4f}, with <r^-6> {full*GHZ:.4f}, "
```

After the repair:

```
He+ core, from diagonalization (atomic units)
  dipole polarisability alpha      = 0.28125000
  squared-gap sum beta             = 0.08398438
  quadrupole polarisability alpha2 = 0.23437500
  coefficient of <r^-6>            = 0.13476563
  <F.(h-eps)F>/<r^-6> for 5g       = 3.000000
Moments of 5g (atomic units)
  <r^-2> = 1.777778e-03 = 2/1125
  <r^-3> = 8.888889e-05 = 1/11250
  <r^-4> = 5.079365e-06 = 1/196875
  <r^-5> = 3.386243e-07 = 1/2953125
  <r^-6> = 2.708995e-08 = 2/73828125
Shifts from -2 - 1/(2n^2), in hartree
  5g: <r^-4> = 5.079365e-06, <r^-6> = 2.708995e-08 (atomic units)
      -(9/64)<r^-4> = -7.142857e-07, with <r^-6> term = -7.106349e-07
      CI = -7.109034e-07; errors 0.476 % and -0.0378 %
  6g: <r^-4> = 3.266053e-06, <r^-6> = 2.268092e-08 (atomic units)
      -(9/64)<r^-4> = -4.592887e-07, with <r^-6> term = -4.562320e-07
      CI = -4.565041e-07; errors 0.610 % and -0.0596 %
  6h: <r^-4> = 1.039199e-06, <r^-6> = 2.061902e-09 (atomic units)
      -(9/64)<r^-4> = -1.461373e-07, with <r^-6> term = -1.458594e-07
      CI = -1.458653e-07; errors 0.186 % and -0.0040 %
  7i: <r^-4> = 2.773847e-07, <r^-6> = 2.515961e-10 (atomic units)
      -(9/64)<r^-4> = -3.900722e-08, with <r^-6> term = -3.897332e-08
      CI = -3.897353e-08; errors 0.086 % and -0.0006 %
CI change from 14 to 20 outer functions per channel, in hartree
  5g: 4.7e-12
  6h: 7.6e-14
  7i: 5.2e-16
5g in GHz: leading -4.6998, with <r^-6> -4.6758, CI -4.6775
Short-range terms (hartree) and their size relative to the leading shift
  3d: shift -7.7160e-05, penetration -3.373e-06 (4.4 %), K 1.285e-05 (17 %)
  4f: shift -5.2316e-06, penetration -6.614e-09 (0.13 %), K 2.564e-08 (0.49 %)
  5g: shift -7.1429e-07, penetration -8.552e-12 (0.0012 %), K 3.347e-11 (0.0047 %)
  6h: shift -1.4614e-07, penetration -7.796e-15 (5.3e-06 %), K 3.069e-14 (2.1e-05 %)
all good
```
